# Why InAs surfaces often accumulate electrons

**Why does the surface of InAs often hold a layer of mobile electrons, when most semiconductor surfaces and metal contacts repel electrons from n-type material?**

Surface or interface states fix the Fermi level near a neutrality level, the energy up to which those states must be filled if they are to carry no charge. These states are built from band states of the whole Brillouin zone, so the whole zone decides where the neutrality level lies. The conduction minimum of InAs is a narrow valley at the zone centre, with a light mass and very few states. It can lie low in energy without pulling the neutrality level down with it. If its edge falls below that level, the surface states remain partly empty and positive, and electrons gather in the valley beside them.

The word "often" carries a condition: the surface must have enough such states. A clean cleaved surface without states in the gap can have flat bands. Defects, adsorbed atoms or a metal supply the states.

## Where is the neutrality level?

Let one surface orbital $|0\rangle$ couple to a broad reservoir, such as a metal or a disordered layer. Electrons are independent, the reservoir carries no other charge, and atomic units are used in the algebra. Before coupling, the semiconductor Hamiltonian is $H_s$ and the orbital's Green function is

$$g(E)=\langle 0|(E+i0-H_s)^{-1}|0\rangle=R(E)-i\pi\rho(E),$$

where $R$ is the real part and $\rho\ge 0$ is the density of states on the orbital, per spin.

Eliminating the reservoir levels $\epsilon_j$, coupled by $V_j$, adds the self-energy $\Delta=\sum_j|V_j|^2/(E+i0-\epsilon_j)$ to the orbital. The determinant of the full problem then factorizes:

$$\det(E-H)=\det(E-H_r)\,\det(E-H_s)\,[1-g(E)\Delta(E)].$$

The first two factors describe the uncoupled parts. Since $\frac{d}{dE}\ln\det(E+i0-H)=\sum_n 1/(E+i0-E_n)$, the density of states is $-1/\pi$ times its imaginary part. Integrating from far below all bands, where $g\Delta\to0$, gives the change in the number of states below $E$:

$$\Delta N(E)=-\frac1\pi\,\mathrm{Im}\ln[1-g\Delta].$$

For a wide, featureless reservoir $\Delta=-i\Gamma$, with constant $\Gamma>0$. Then $1-g\Delta=1+i\Gamma(R-i\pi\rho)=1+\pi\Gamma\rho+i\Gamma R$, and

$$\Delta N(E)=-\frac1\pi\arctan\frac{\Gamma R(E)}{1+\pi\Gamma\rho(E)}.$$

The denominator is positive, so the phase never jumps to another branch. The coupling therefore adds no electrons when the Fermi level is at $E_N$, with

$$R(E_N)=0.$$

Within this model the condition does not depend on $\Gamma$, and it holds in the gap and inside a band alike. Electrons that occupy the valley itself are already present in the uncoupled reference, and are counted separately as space charge. If the Fermi level is below $E_N$ and $R>0$ there, then $\Delta N<0$: the interface is positive.

## What does the valley contribute?

Let the orbital have valence weight $w_v$ and conduction weight $w_c=1-w_v$, both independent of $\mathbf k$. A surface turns the Bloch waves into standing waves, which changes how strongly each wave vector reaches the orbital. This change is neglected here: the orbital is treated like one inside the crystal, with equal weight at every $\mathbf k$. With $\langle\cdots\rangle$ for the zone average, neutrality is a balance:

$$w_v\left\langle\frac1{E-E_v(k)}\right\rangle=w_c\left\langle\frac1{E_c(k)-E}\right\rangle .$$

Valence states push the level up and conduction states push it down. Each $\mathbf k$ counts equally, apart from its energy denominator.

To separate the valley from the rest, take a conduction band with a plateau $C$ and a dip at the centre, and one valence band with its top at zero energy:

$$E_c(k)=C-\frac{D}{1+k^2/q^2},\qquad E_v(k)=-\frac{Bk^2}{k^2+p^2}.$$

The conduction edge is $E_c=C-D$. Expanding at small $k$ gives $E_c(k)\approx E_c+Dk^2/q^2$, so $q^2=2mD$; likewise $p^2=2m_hB$. The zone is replaced by a sphere of equal volume and radius $k_Z$.

Write $u=C-E$ and $x=k^2/q^2$. Because $u-D=E_c-E$,

$$\frac1{E_c(k)-E}=\frac{1+x}{u(1+x)-D}=\frac1u\left[1+\frac{D}{ux+E_c-E}\right]=\frac1u+\frac{D}{u^2}\,\frac1{x+s},\qquad s=\frac{E_c-E}{u}.$$

The term $1/u$ comes from a flat band at $C$ filling the whole zone. The second term is the valley's correction. For $E$ in the gap, with $\kappa=q\sqrt s$,

$$\left\langle\frac1{x+s}\right\rangle=\frac{3q^2}{k_Z^3}\int_0^{k_Z}\frac{k^2\,dk}{k^2+\kappa^2}=\frac{3q^2}{k_Z^2}\left[1-\frac{\kappa}{k_Z}\arctan\frac{k_Z}{\kappa}\right].$$

For $E$ inside the valley, $s=-k_F^2/q^2$, where $k_F$ is the wave vector at energy $E$. The real part needs the principal value, and $k^2/(k^2-k_F^2)=1+k_F^2/(k^2-k_F^2)$ gives

$$\left\langle\frac1{x+s}\right\rangle=\frac{3q^2}{k_Z^2}\left[1-\frac{k_F}{k_Z}\,\mathrm{artanh}\frac{k_F}{k_Z}\right].$$

At the edge $u=D$, both brackets equal one, and the valley correction is

$$\frac1D\,\frac{3q^2}{k_Z^2}=\frac{6m}{k_Z^2}.$$

It is finite, and small for a light mass. The energy denominator vanishes at the edge, but the factor $k^2$ from counting states in three dimensions cancels the divergence.

In one dimension that factor is absent. The average becomes $(q^2/k_Z\kappa)\arctan(k_Z/\kappa)$, which diverges as $\kappa\to0$. Then $R\to-\infty$ at the conduction edge and, by the same argument, $R\to+\infty$ at the valence top, so a zero must lie in the gap. This holds for an orbital inside a chain; at the end of a chain, standing waves vanish towards the boundary and remove the divergence. The three-dimensional valley has no such power to hold $E_N$ below its edge.

## When does the edge fall below the neutrality level?

Setting $E=E_c=E^*$ in the balance gives the crossing:

$$w_v\left\langle\frac1{E^*-E_v(k)}\right\rangle=\frac{w_c}{C-E^*}\left(1+\frac{3q^2}{k_Z^2}\right).$$

Here $C$ and $q$ are held fixed. As the edge rises, the left side falls and the right side grows, so there is at most one crossing. For an edge below $E^*$, $R$ is still positive at the edge. Throughout the gap $R$ decreases with energy, because its derivative is minus a sum of weighted squares $1/(E-E_n)^2$. It therefore has no zero in the gap. Higher in the band, the flat-band term $w_c/(C-E)$ grows as $E$ approaches the plateau, while the valence side keeps falling. For a narrow valley $R$ therefore changes sign below the plateau, and $E_N$ lies in the conduction band.

## What are the numbers for a model like InAs?

Take a lattice constant $a=6.1$ Å, $E_c=0.35$ eV, $m=0.025$ and $m_h=0.4$ electron masses, $C=B=3.0$ eV, and $w_v=w_c=1/2$. The first four are rough values for InAs; the others are round model choices. The fcc zone volume $4(2\pi/a)^3$ gives $k_Z=1.014$ Å$^{-1}$. With $D=2.65$ eV, the widths are $q=0.132$ Å$^{-1}$ and $p=0.561$ Å$^{-1}$.

Solving $R=0$ numerically, the first zero above the valence top is $E_N=0.563$ eV, which is 0.213 eV above the conduction edge. The other zeros, near $-2.16$ and $2.95$ eV, lie close to the outer ends of the two bands, far from any Fermi level considered here. There $u=2.437$ eV, and the conduction side of the balance, before the common weight 1/2, is

$$\frac1u+\frac D{u^2}\frac{3q^2}{k_Z^2}\approx0.410+0.446\times0.0507=0.433\ \mathrm{eV}^{-1}.$$

The bracket containing $k_F$ differs from one by about 0.15% and has been dropped. The valence band splits in the same way, with $v=E+B=3.563$ eV:

$$\frac1v+\frac B{v^2}\left\langle\frac1{k^2/p^2+E/v}\right\rangle\approx0.281+0.236\times0.645=0.433\ \mathrm{eV}^{-1}.$$

The valley supplies 0.023 eV$^{-1}$ of the conduction side, about 5%. A fraction $(k_F/k_Z)^3\approx6\times10^{-5}$ of the conduction states lies below $E_N$.

Now raise the edge to 1.4 eV, keeping $q$, $C$ and the valence band. The neutrality level moves to 0.591 eV. The edge has moved by 1.05 eV and $E_N$ by 0.03 eV. With the raised valley, $E_N$ is deep in the gap, and strong pinning would deplete n-type material. The crossing is at $E^*=0.568$ eV. On a one-dimensional zone with the original bands, an orbital inside the chain has a neutrality level in the gap, at 0.312 eV, besides others inside the conduction band.

## How many electrons accumulate?

Let $\mu(z)$ be the Fermi level measured from the local conduction edge, with $\mu=0$ in the bulk. In the Thomas-Fermi approximation at zero temperature, $n=k^3/3\pi^2$ with $k^2=q^2\mu/(D-\mu)$. Poisson's equation is $\mu''=4\pi n/\varepsilon$. Multiplying by $\mu'$ and integrating from the bulk to the surface value $\mu_s$ gives the surface field $F$, and Gauss's law gives the sheet density $N_s$:

$$\frac{F^2}{2}=\frac{4\pi}{\varepsilon}\int_0^{\mu_s}n\,d\mu,\qquad N_s=\frac{\varepsilon F}{4\pi}.$$

The sheet must balance the positive interface charge. For $\sigma$ orbitals per area and two spins,

$$N_s(\mu_s)=-2\sigma\,\Delta N(E_c+\mu_s).$$

Take $\varepsilon=15$, $\Gamma=1$ eV, and one orbital per cell of the (110) face, $\sigma=\sqrt2/a^2=3.8\times10^{14}$ cm$^{-2}$. The slope of $R$ at $E_N$ is $-0.196$ eV$^{-2}$, so the interface state density is $2\sigma\Gamma|R'|/\pi=4.7\times10^{13}$ cm$^{-2}$ eV$^{-1}$.

The numerical solution is $\mu_s=0.184$ eV, so the Fermi level stops 0.029 eV short of $E_N$. The interface charge is then $4.7\times10^{13}\times0.029\approx1.4\times10^{12}$ cm$^{-2}$, equal to the electron sheet. The surface field is 0.17 MV/cm, and the mean depth from the Poisson solution is 11 nm.

Quantization is the largest correction to the sheet among those computed here. Solving the Schrödinger and Poisson equations together, with a parabolic mass and a hard wall at the surface, puts the lowest subband 0.124 eV above the surface band edge. The balance shifts to $\mu_s=0.192$ eV and $N_s=1.0\times10^{12}$ cm$^{-2}$, about 28% below the Thomas-Fermi value, with a mean depth of 16 nm. The change to a parabolic mass accounts for only about 3% of the Thomas-Fermi sheet; the rest is quantization. Replacing the dispersion in the Thomas-Fermi sheet by the more strongly nonparabolic $\mu(1+\mu/E_c)=k^2/2m$ gives $1.6\times10^{12}$ cm$^{-2}$ instead. At 300 K, with the bulk Fermi level held at the edge and the bulk charge compensated by donors, the excess sheet is $1.4\times10^{12}$ cm$^{-2}$, almost unchanged.

The largest band bending in these variants is 0.16 eV smaller than the gap. The bulk valence top therefore stays below the surface conduction edge, and interband tunnelling has no overlapping energies to use.

## How far does this describe real InAs?

Electron sheets of roughly $10^{12}$ cm$^{-2}$ are typical of accumulated InAs surfaces, and the model gives this scale for the parameters chosen. It does not predict the exact sheet density or the exact position of $E_N$. Real conduction bands have side valleys and wide dispersion instead of a plateau. Moving $C$ to 2.7 or 3.3 eV, with the edge and $q$ fixed, moves $E_N$ to 0.43 or 0.70 eV, and the Thomas-Fermi sheet to 0.4 or $2.3\times10^{12}$ cm$^{-2}$. Doubling $q^2$, which also doubles the mass, gives $E_N=0.51$ eV. All three levels remain above the edge. A deeper valence band can change that: $B=4.0$ eV gives $E_N=0.42$ eV at fixed hole mass, but 0.305 eV, inside the gap, at fixed $p$.

The result is also sensitive to the assumption of equal weights. A valence weight of 0.55 gives $E_N=0.79$ eV, while 0.45 gives 0.346 eV, just below the conduction edge, and accumulation by this mechanism disappears. With 0.55 the Thomas-Fermi band bending slightly exceeds the gap, so the argument above against interband tunnelling no longer applies. Real bonds, defects and metals differ in this respect, and their states need not be featureless. A metal can also add an interface dipole, which the charge balance above leaves out.

A full plane of contacts conserves the wave vector along the surface, unlike a single orbital. Averaging $\Delta N$ over those wave vectors, on a cubic zone of equal volume and with an energy broadening of 0.02 eV, gives $E_N=0.56$ eV for both weak coupling and $\Gamma=1$ eV. Replacing the Bloch waves by the standing waves of this cubic crystal cut at a lattice plane lowers $E_N$ by less than 0.02 eV. A termination that weights the wave vectors differently can shift it more: a weight $2\sin^2(k_zd/2)$, with $d$ the plane spacing, lowers it by 0.10 eV, still above the edge. In this model, neither the zone shape, the standing waves nor the cooperation of the contacts removes the accumulation.
